# Cation Bond-Length Change from a Vibrational Peak Ratio

## Question

A photoelectron spectrum of a model molecule shows a resolved vibrational progression. The peak with one vibrational quantum in the cation has 0.80 times the integrated intensity of the peak with none. The mode has wavenumber 1600 cm$^{-1}$ and is the stretch of one isolated bond between two atoms of 12 amu.

Assume at first that the molecule starts in its vibrational ground state, that neutral and cation have harmonic potentials of equal frequency $\omega$ with minima at $x=0$ and $x=d$, and that the electronic ionization amplitude is independent of $x$. Here $x$ is the bond length measured from the neutral's equilibrium value, so $d>0$ means lengthening. Lengths are in Å and energies in eV.

(a) Derive the intensity ratio $I_1/I_0$ as a function of $d$.

(b) Find the intensities of all the peaks.

(c) Calculate $|d|$, and its uncertainty if the ratio is known to $\pm0.05$.

(d) How much energy does the cation release in this mode as its geometry relaxes around the hole?

(e) Let the neutral's frequency be 10% above the cation's. Does it matter to which of them the 1600 cm$^{-1}$ belongs?

(f) Replace both potentials by equal Morse curves of depth 5.0 eV, keeping the 0–1 spacing. Does the sign of $d$ now matter?

(g) Estimate the effects of a coordinate-dependent ionization amplitude, of hot bands at 300 K, of a second mode hidden under the first peak, and of line broadening.

(h) Suppose the mode is instead a quinoid stretch of a six-carbon ring. What bond changes follow from the same data, and what does this mean for an aromatic photoresist?

## Model answers

### (a) The first two peaks

With a constant electronic amplitude, $I_n\propto|\langle n'|0\rangle|^2$, where the prime marks a cation state. Define $L=\sqrt{\hbar/(\mu\omega)}$, with $\mu$ the reduced mass. The states needed are

$$\psi_0\propto e^{-x^2/2L^2},\qquad \psi_0'\propto e^{-(x-d)^2/2L^2},\qquad \psi_1'=\frac{\sqrt2\,(x-d)}{L}\,\psi_0'.$$

Completing the square in the product of the two ground states gives

$$\psi_0'\psi_0\propto e^{-[x^2+(x-d)^2]/2L^2}\propto e^{-(x-d/2)^2/L^2}.$$

This is a Gaussian weight with mean $d/2$ and variance $L^2/2$. The mean of $x-d$ is therefore $-d/2$, and

$$\frac{\langle1'|0\rangle}{\langle0'|0\rangle}=\frac{\sqrt2}{L}\left(-\frac d2\right)=-\frac{d}{\sqrt2L},\qquad \frac{I_1}{I_0}=\frac{d^2}{2L^2}\equiv S.$$

The square removes the sign: in this model the ratio cannot distinguish lengthening from shortening.

### (b) The whole progression

Write $x=L(a+a^\dagger)/\sqrt2$ and $x-d=L(a'+a'^\dagger)/\sqrt2$. The momentum is the same in both descriptions, so $a'=a-\delta$ with $\delta=d/(\sqrt2L)$ and $\delta^2=S$. Since $a|0\rangle=0$, we have $a'|0\rangle=-\delta|0\rangle$. Taking the overlap with $\langle n'|$ gives

$$\sqrt{n+1}\,\langle(n+1)'|0\rangle=-\delta\langle n'|0\rangle
\quad\Rightarrow\quad
\langle n'|0\rangle=\frac{(-\delta)^n}{\sqrt{n!}}\langle0'|0\rangle.$$

The squared overlaps sum to one because the cation states are complete. Hence $|\langle0'|0\rangle|^2e^S=1$, and the fraction of intensity in peak $n$ is

$$P_n=e^{-S}\frac{S^n}{n!}.$$

For $S=0.80$ the first four fractions are 0.449, 0.359, 0.144 and 0.038. The model also predicts $I_2/I_0=S^2/2=0.32$, which a measured second peak can confirm or contradict.

### (c) The displacement

Solving $S=d^2/(2L^2)$ for the displacement gives

$$|d|=L\sqrt{2S}=\sqrt{\frac{2\hbar S}{\mu\omega}}.$$

The reduced mass is $12\times12/(12+12)=6.0$ amu, or $9.963\times10^{-27}$ kg. The angular frequency is $\omega=2\pi c\tilde\nu=3.014\times10^{14}$ rad/s, where $\tilde\nu$ is the wavenumber. These give $L=0.05926$ Å, so

$$|d|=0.05926\times\sqrt{1.60}=0.0750\ \text{Å}\quad(7.50\ \text{pm}).$$

As a test, both vibrational Hamiltonians were diagonalized on a grid and the displacement was varied until the ratio was 0.80. The result was 0.07496 Å, the same as the formula to the digits printed.

Since $|d|\propto S^{1/2}$, a small error obeys $\delta d/d=\delta S/(2S)=0.05/1.60=3.1\%$. The ratios 0.75 and 0.85 give 0.0726 and 0.0773 Å.

### (d) Relaxation energy

Immediately after a vertical transition the bond still has the neutral's length. The cation's potential energy there exceeds its minimum by $kd^2/2$, with $k=\mu\omega^2$. Inserting $d^2=2S\hbar/(\mu\omega)$,

$$E_{\rm rel}=\frac12\mu\omega^2\,\frac{2S\hbar}{\mu\omega}=S\hbar\omega
=0.80\times0.1984=0.159\ \text{eV}.$$

The progression gives the same energy. Its mean vibrational energy above the zeroth peak is $\hbar\omega\sum_n nP_n=S\hbar\omega$, because $S$ is the mean of the Poisson distribution. This is the contribution of one mode; other modes and the surroundings can add to the relaxation energy.

### (e) Unequal frequencies

Let $\omega_n$ and $\omega_c$ be the frequencies of neutral and cation, and let $R$ be the measured ratio. The exponent of $\psi_0'\psi_0$ is now

$$-\frac{\mu}{2\hbar}\left[\omega_nx^2+\omega_c(x-d)^2\right].$$

Setting its derivative to zero gives the mean $\bar x=\omega_cd/(\omega_n+\omega_c)$, so $\bar x-d=-\omega_nd/(\omega_n+\omega_c)$. The factor $\sqrt2(x-d)/L_c$ in $\psi_1'$ contains the cation's length $L_c=\sqrt{\hbar/(\mu\omega_c)}$. Therefore

$$R=\frac{2}{L_c^2}\frac{\omega_n^2d^2}{(\omega_n+\omega_c)^2},\qquad
|d|=\sqrt{\frac{2\hbar R}{\mu\omega_c}}\;\frac{\omega_n+\omega_c}{2\omega_n}.$$

If 1600 cm$^{-1}$ is the cation's value, as it is when read from the peak spacing, the square root is unchanged. The last factor is $2.10/2.20=0.955$, giving $|d|=0.0716$ Å.

If 1600 cm$^{-1}$ is the neutral's value, the softer cation also increases the square root by $\sqrt{1.10}$. The two changes almost cancel, and $|d|=0.0750$ Å. With $\omega_n$ fixed and $r=\omega_c/\omega_n$, the correction factor is $(1+r)/(2\sqrt r)=\cosh(\tfrac12\ln r)$. It has its minimum at $r=1$, so a small frequency change enters only in second order.

### (f) Anharmonicity and the sign of $d$

For $V=D(1-e^{-ax})^2$ let $\lambda=\sqrt{2\mu D}/(\hbar a)$ and $z=2\lambda e^{-ax}$. Since $d/dx=-az\,d/dz$, the Schrödinger equation becomes

$$-\left(z\frac{d}{dz}\right)^2\psi+\left(\lambda-\frac z2\right)^2\psi=\varepsilon\psi,\qquad E=\frac{D}{\lambda^2}\varepsilon.$$

Substitution confirms the two lowest solutions,

$$\psi_0=N_0z^{\lambda-1/2}e^{-z/2},\qquad
\psi_1=N_1z^{\lambda-3/2}(2\lambda-2-z)e^{-z/2},$$

with $\varepsilon_0=\lambda^2-(\lambda-\frac12)^2$ and $\varepsilon_1=\lambda^2-(\lambda-\frac32)^2$. Normalizing with $dx=dz/(az)$ in magnitude and using $\Gamma(g+1)=g\Gamma(g)$ gives $N_1^2/N_0^2=2\lambda-3$.

For the displaced cation, $z'=qz$ with $q=e^{ad}$. Both overlaps are gamma-function integrals with the exponential $e^{-(1+q)z/2}$:

$$\langle0'|0\rangle=N_0^2\,\frac{q^{\lambda-1/2}}{a}\,\Gamma(2\lambda-1)\left(\frac{2}{1+q}\right)^{2\lambda-1},$$

$$\langle1'|0\rangle=N_0N_1\,\frac{q^{\lambda-3/2}}{a}\,\Gamma(2\lambda-1)\left(\frac{2}{1+q}\right)^{2\lambda-2}\left[1-\frac{2q}{1+q}\right].$$

The bracket equals $(1-q)/(1+q)$. Dividing, the amplitude ratio is $(N_1/N_0)(1-q)/(2q)$, and hence

$$\frac{I_1}{I_0}=\frac{2\lambda-3}{4}\left(1-e^{-ad}\right)^2.$$

The sign now matters. For equal $|d|$, lengthening makes the last factor smaller than shortening does, so lengthening needs a larger displacement to reach the same ratio.

The spacing condition is $D(2\lambda-2)/\lambda^2=0.1984$ eV, whose bound-state root is $\lambda=49.4$. Then $a=\sqrt{2\mu D}/(\hbar\lambda)=2.43$ Å$^{-1}$. Setting the ratio to 0.80 requires $|1-e^{-ad}|=\sqrt{3.20/95.8}=0.183$. The solutions are $d=+0.0832$ Å and $d=-0.0692$ Å, and grid diagonalization gives these values too.

The second peak separates the two cases: $I_2/I_0$ is 0.46 for lengthening and 0.18 for shortening. This identification is conditional on equal Morse curves. A frequency change also alters the second peak, since $\psi_0$ and $\psi_2'$ of different widths overlap even at $d=0$.

### (g) Other corrections

Each estimate returns to equal harmonic curves and changes one assumption.

**Ionization amplitude.** Let the amplitude be proportional to $1+\beta x$. Put $x=d/2+y$, where $y$ has mean zero and variance $L^2/2$ under the weight of part (a). Then

$$\frac{\langle(x-d)(1+\beta x)\rangle}{\langle1+\beta x\rangle}
=-\frac d2+\frac{\beta L^2/2}{1+\beta d/2},$$

$$\frac{I_1}{I_0}=\frac{d^2}{2L^2}\left[1-\frac{\beta L^2}{d(1+\beta d/2)}\right]^2.$$

An assumed slope of $\beta=\pm1$ Å$^{-1}$, or 10% per 0.1 Å, gives $d=0.0783$ or $0.0713$ Å respectively, for a lengthened bond.

**Hot bands.** At 300 K the population of the neutral's first excited level relative to its ground level is $b=e^{-\hbar\omega/k_BT}=4.65\times10^{-4}$. From $|1\rangle=a^\dagger|0\rangle$ and $a^\dagger=a'^\dagger+\delta$,

$$\langle n'|1\rangle=\sqrt n\,\langle(n-1)'|0\rangle+\delta\langle n'|0\rangle.$$

The squared overlaps, relative to $|\langle0'|0\rangle|^2$, are $(1-S)^2$ for $1\to1'$ and $S(2-S)^2/2$ for $1\to2'$. These transitions lie under the zeroth and first peaks. To first order in $b$,

$$\frac{I_1}{I_0}=S\left[1+b\left(\frac{(2-S)^2}{2}-(1-S)^2\right)\right]
=S\left[1+b\left(1-\frac{S^2}{2}\right)\right].$$

The inferred $d$ falls by a fraction $0.34\,b=1.6\times10^{-4}$, which is negligible here.

**A hidden mode.** For two independent modes the overlaps multiply. If their one-quantum peaks coincide, the combined peak has relative intensity $S_1+S_2$. If a quarter of it belongs to the other mode, the bond stretch has $S_1=0.60$ and $|d|=0.0649$ Å.

**Line width.** Suppose peak heights are used instead of areas. With Gaussian lines of full width 0.20 eV at half maximum, a neighbour contributes a fraction $e^{-4\ln2\,(0.1984/0.20)^2}=0.065$ of its own height. Reading the heights at the unshifted line positions and keeping nearest neighbours,

$$\frac{h_1}{h_0}=\frac{0.80+0.065(1+0.32)}{1+0.065\times0.80}=0.84.$$

This would give 0.0769 Å. The visible maxima are pulled together, to 0.014 and 0.173 eV; their height ratio is 0.85, which would give 0.0772 Å, and their spacing is about 20% below the true quantum. At width 0.10 eV the height ratio is 0.800. At 0.20 eV the two peaks are only just resolved: at 0.21 eV, as at 0.50 eV, the calculated spectrum has a single maximum and the two peaks cannot be read separately.

### (h) From one bond to an aromatic ring

Consider six carbons of mass $m$ joined by equal stretching springs $\kappa$. Let $\mathbf e_i$ be the unit vector from atom $i$ to atom $i+1$, $\mathbf u_i$ the displacement of atom $i$, and $s_i=\mathbf e_i\cdot(\mathbf u_{i+1}-\mathbf u_i)$ the change of bond $i$. In a normal mode of frequency $\omega$,

$$-m\omega^2\mathbf u_i=\kappa(s_i\mathbf e_i-s_{i-1}\mathbf e_{i-1}).$$

Subtract this equation from the one for atom $i+1$ and project on $\mathbf e_i$. Successive bonds turn by 60°, so $\mathbf e_i\cdot\mathbf e_{i\pm1}=\frac12$ and

$$m\omega^2s_i=\kappa\left(2s_i-\tfrac12s_{i+1}-\tfrac12s_{i-1}\right).$$

The quinoid pattern is $s=d_r(1,-\frac12,-\frac12,1,-\frac12,-\frac12)$, where $d_r$ is the largest bond change. In a regular hexagon it is one of a degenerate pair of modes. The estimate below gives the contribution of this partner alone and assumes that the hole occupies a single electronic state, well separated from the others. Substituents on the ring can separate the states. Ionization can also displace other modes, for example by expanding the whole ring, and their bond changes add to those found here. In benzene itself the hole state is degenerate and couples to both partners (the Jahn–Teller effect), so $I_1/I_0=S$ no longer holds. Any three successive entries sum to zero, so $s_{i+1}+s_{i-1}=-s_i$ and $m\omega^2=5\kappa/2$.

The effective mass $M$ for the coordinate $d_r$ follows from the potential energy. Since $\sum_is_i^2=3d_r^2$,

$$\frac12M\omega^2d_r^2=\frac12\kappa\,(3d_r^2)
\quad\Rightarrow\quad M=\frac{3\kappa}{\omega^2}=\frac{6m}{5}=14.4\ \text{amu}.$$

At fixed $S$ and $\omega$ the displacement varies as the inverse square root of the mass:

$$|d_r|=0.0750\sqrt{\frac{6.0}{14.4}}=0.0484\ \text{Å}.$$

Through this mode alone, two bonds change by this amount and the other four by 0.0242 Å in the opposite sense.

The real setting is a phenolic resist such as poly(4-hydroxystyrene), whose aromatic rings have stretching modes near 1600 cm$^{-1}$. Extreme-ultraviolet photons, with energies of roughly 92 eV, can ionize such rings, and they do so from many valence levels, so the estimate applies to one photoelectron band and not to every hole that is made. The ratio 0.80 is a chosen value, not a measurement on this polymer. Sharp peaks suit a small gas-phase molecule; a film-like width of roughly 0.5 eV would hide the progression. Within the stretch-only spring model, replacing the single bond by the ring pattern, at the same $S$ and $\omega$, lowers the largest bond change due to the mode by 35%, from 0.075 to 0.048 Å. The ring value is itself an estimate, because hydrogen motion and bending forces are omitted and a single, well-separated electronic state is assumed for the hole; the size of these omissions is not estimated here, so the digits are those of the model. It is also not the total change of a bond, which requires the displacements of all the modes. The result 0.075 Å therefore belongs to an isolated bond and should not be assigned to every bond of an ionized ring.

## Computed results

```
Input ratio I1/I0: 0.80
Input wavenumber: 1600 cm^-1
Carbon mass: 12 amu
Reduced mass: 6.0 amu
Reduced mass in SI: 9.9632 x 1e-27 kg
Angular frequency: 3.0138 x 1e14 rad/s
Vibrational quantum: 0.1984 eV
Oscillator length L: 0.05926 angstrom
Dimensionless shift d/L: 1.2649
Shift d from formula: 0.07496 angstrom
Shift d from grid search: 0.07496 angstrom
Shift d converted: 7.50 pm
Force constant: 56.48 eV/angstrom^2
Hole relaxation energy S*hbar*omega: 0.1587 eV
Mean vibrational energy from grid: 0.1587 eV
Fraction of intensity in peak 0: 0.4493
Fraction of intensity in peak 1: 0.3595
Fraction of intensity in peak 2: 0.1438
Fraction of intensity in peak 3: 0.0383
Harmonic I2/I0: 0.320
Assumed error of ratio: 0.05
d at lower ratio: 0.0726 angstrom
d at upper ratio: 0.0773 angstrom
Relative error of d by rule: 3.1 %
Neutral/cation frequency factor: 1.10
d if given wavenumber is the cation's: 0.0716 angstrom
d if given wavenumber is the neutral's: 0.0750 angstrom
Morse depth (rough): 5.0 eV
Morse d, bond lengthens: 0.0832 angstrom
Morse d, bond shortens (magnitude): 0.0692 angstrom
Morse I2/I0, bond lengthens: 0.460
Morse I2/I0, bond shortens: 0.180
d, amplitude slope +1 per angstrom: 0.0783 angstrom
d, amplitude slope -1 per angstrom: 0.0713 angstrom
Temperature: 300 K
Population of n=1 relative to n=0: 4.65 x 1e-4
Relative thermal correction to d: -1.58 x 1e-4
Share of first peak from another mode: 0.25
d with that share removed: 0.0649 angstrom
Height ratio at line width 0.10 eV: 0.8000
Height ratio at line width 0.20 eV: 0.8422
d from heights at the larger width: 0.0769 angstrom
Number of maxima at line width 0.10 eV: 6
Number of maxima at line width 0.50 eV: 1
Effective mass of quinoid ring stretch: 14.4 amu
Largest ring bond change: 0.0484 angstrom
Other ring bond changes (magnitude): 0.0242 angstrom
```
